**Form-factor counts for strained zincblende**

The (111), (200), (220) and (311) shells split into 1, 2, 2, 2 lengths under [001] strain and 2, 1, 2, 3 under [111] strain. The numbers of symmetric plus antisymmetric form-factor values (`V_S` + `V_A`) are 3+3 unstrained, 5+5 for [001], 7+6 for [111] with affine atoms, and 8+7 with an internal sublattice displacement set by `zeta`. Here `e_par` and `e_perp` are the strains along and across the axis, and `d` joins the two atoms of the cell. The program asserts the length counts from inverted strained cells and from symmetry orbits. It asserts the value counts from real-space quadrature of a crystal of Gaussian atoms, and again from the response of plane-wave bands to a change in each value. A pair-force sum confirms, for that force model, that the sublattice force vanishes under [001] strain and not under [111] strain. The output lists all lengths, form factors and weights for a model crystal at 1 % strain. It also shows how the valence-top splitting changes when values are frozen or dropped, when further shells are added, and when the basis is enlarged.

## Numerical verification

```python
# RESULT UNDER TEST
# Zincblende shells (111),(200),(220),(311) under uniaxial strain have
#   [001]: 1,2,2,2 distinct lengths;  [111]: 2,1,2,3 distinct lengths.
# Form-factor values needed (symmetric, antisymmetric):
#   unstrained (3,3); [001] (5,5); [111] affine (7,6);
#   [111] with internal sublattice displacement (8,7).
# SYMBOLS
#   a: cubic lattice constant (nm); F = 1 + strain; n: strain axis
#   e_par, e_perp: strain along and across n; zeta: internal strain
#   d: vector joining the two atoms, which sit at -d/2 and +d/2
#   V(G) = V_S cos(phi) + i V_A sin(phi), phi = G.d/2
#   V_S = v1 + v2, V_A = v1 - v2, v_j = atomic transform / cell volume
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

a = 0.54
e_par, e_perp, zeta = 0.01, -0.003, 0.5
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
SHELLS = (3, 4, 8, 11)
NAMES = {3: "111", 4: "200", 8: "220", 11: "311"}
AXIS = {"001": np.array([0., 0., 1.]),
        "111": np.ones(3) / np.sqrt(3)}
PRIM = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
D0 = a / 4 * np.ones(3)


def fcc_labels(nmax):
    m = int(np.sqrt(nmax)) + 1
    return np.array([g for g in itertools.product(range(-m, m + 1),
                                                  repeat=3)
                     if len({x % 2 for x in g}) == 1
                     and sum(x * x for x in g) <= nmax])


ALL = fcc_labels(24)
NORM = (ALL**2).sum(axis=1)


def shell(n2):
    return ALL[NORM == n2]


def deform(axis, ep, et):
    n = AXIS[axis]
    return (1 + et) * np.eye(3) + (ep - et) * np.outer(n, n)


def recip(labels, F):
    """Strained G vectors from the inverse of the strained cell."""
    cell = PRIM @ F.T
    B = 2 * np.pi * np.linalg.inv(cell).T
    m = labels @ np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]).T // 2
    return m @ B


def lengths(labels, F):
    return np.linalg.norm(recip(labels, F), axis=1)


def groups(q):
    """Distinct values and multiplicities, relative tolerance 1e-9."""
    q = np.sort(q)
    cuts = np.where(np.diff(q) > 1e-9 * q[-1])[0] + 1
    return [(p.mean(), len(p)) for p in np.split(q, cuts)]


def length_formula(labels, axis, ep, et):
    g2 = (labels**2).sum(axis=1)
    gn2 = (labels @ AXIS[axis])**2
    s = g2 / (1 + et)**2 + gn2 * (1 / (1 + ep)**2 - 1 / (1 + et)**2)
    return 2 * np.pi / a * np.sqrt(s)


def bond(F, z):
    """Affine bond vector minus z times the shear displacement."""
    shear = F - np.diag(np.diag(F))
    return F @ D0 - z * shear @ D0


# ---- lengths: strained cell against formula, counts, symmetry orbits
EXPECT = {"001": [1, 2, 2, 2], "111": [2, 1, 2, 3]}
four = np.vstack([shell(s) for s in SHELLS])
ops = []
for p in itertools.permutations(range(3)):
    for sg in itertools.product((1, -1), repeat=3):
        ops.append(np.diag(sg) @ np.eye(3, dtype=int)[list(p)])
for ax in AXIS:
    for ep, et in ((.01, -.003), (-.01, .003), (.04, 0.), (-.05, .05),
                   (.05, -.05), (.02, .03)):
        F = deform(ax, ep, et)
        assert np.allclose(lengths(four, F),
                           length_formula(four, ax, ep, et), rtol=1e-12)
        got = [len(groups(lengths(shell(s), F))) for s in SHELLS]
        assert got == EXPECT[ax]
        assert len(groups(lengths(four, F))) == sum(EXPECT[ax])
    P = np.outer(AXIS[ax], AXIS[ax])
    keep = [M for M in ops if np.allclose(M @ P @ M.T, P)]
    for s, want in zip(SHELLS, EXPECT[ax]):
        orbits = {frozenset(tuple(M @ g) for M in keep)
                  for g in shell(s)}
        assert len(orbits) == want
# uniform expansion does not split any shell
assert len(groups(lengths(four, 1.01 * np.eye(3)))) == 4

# ---- sublattice force: forbidden for [001], allowed for [111]
IMG = np.array(list(itertools.product(range(-3, 4), repeat=3)))


def pair_force(F):
    r = IMG @ (PRIM @ F.T) + F @ D0
    w = np.exp(-(r**2).sum(axis=1) / (2 * (0.25 * a)**2))
    return (r / a * w[:, None]).sum(axis=0)


f001 = pair_force(deform("001", e_par, e_perp))
f111 = pair_force(deform("111", e_par, e_perp))
assert np.abs(f001).max() < 1e-7      # finite range of the sum
assert np.abs(f111).min() > 1e-4
assert np.ptp(f111) < 1e-7

# ---- zeta = 1 keeps the four bonds equal to first order in strain
tiny = deform("111", 1e-4, -3e-5)


def bond_spread(z):
    b = bond(tiny, z)
    v = np.vstack([b, b - PRIM @ tiny.T])
    return np.ptp(np.linalg.norm(v, axis=1)) / np.linalg.norm(D0)


assert bond_spread(1.0) < 1e-7 and bond_spread(0.0) > 1e-5

# ---- real-space quadrature of a crystal of Gaussian atoms
F0 = np.eye(3)
F1 = deform("001", e_par, e_perp)
F3 = deform("111", e_par, e_perp)
gamma = (e_par - e_perp) / 3
x_int = 2 * zeta * gamma / (1 + e_par)
CASES = {"unstrained": (F0, D0, "001", 0., 0., 0.),
         "[001]": (F1, F1 @ D0, "001", e_par, e_perp, 0.),
         "[111] affine": (F3, F3 @ D0, "111", e_par, e_perp, 0.),
         "[111] displaced": (F3, bond(F3, zeta), "111", e_par, e_perp,
                             x_int)}
ATOMS = ((-1.0, 0.12 * a), (-0.4, 0.10 * a))   # height eV, width nm


def quadrature(F, d, atoms):
    cell = PRIM @ F.T
    N = 16
    frac = np.array(list(itertools.product(range(N), repeat=3))) / N
    r = frac @ cell
    V = np.zeros(len(r))
    for (h, w), pos in zip(atoms, (-d / 2, d / 2)):
        for R in IMG @ cell:
            V += h * np.exp(-((r - R - pos)**2).sum(axis=1)
                            / (2 * w * w))
    return np.exp(-1j * recip(four, F) @ r.T) @ V / len(r)


def count_parts(V, q):
    ns = na = 0
    for val, _ in groups(q):
        sel = np.abs(q - val) < 1e-7 * val
        ns += np.abs(V[sel].real).max() > 1e-8
        na += np.abs(V[sel].imag).max() > 1e-8
    return int(ns), int(na)


NEED = {"unstrained": (3, 3), "[001]": (5, 5),
        "[111] affine": (7, 6), "[111] displaced": (8, 7)}
counts, diamond = {}, {}
for name, (F, d, ax, ep, et, x) in CASES.items():
    V = quadrature(F, d, ATOMS)
    q = length_formula(four, ax, ep, et)
    vol = a**3 / 4 * (1 + ep) * (1 + et)**2
    v = [h * (2 * np.pi)**1.5 * w**3 * np.exp(-(q * w)**2 / 2) / vol
         for h, w in ATOMS]
    phi = np.pi * four.sum(axis=1) / 4 * (1 - x)
    model = (v[0] + v[1]) * np.cos(phi) + 1j * (v[0] - v[1]) * np.sin(phi)
    assert np.abs(V - model).max() < 1e-10
    counts[name] = count_parts(V, lengths(four, F))
    assert counts[name] == NEED[name]
    Vd = quadrature(F, d, (ATOMS[0], ATOMS[0]))
    diamond[name] = count_parts(Vd, lengths(four, F))
    assert diamond[name] == (NEED[name][0], 0)


# ---- plane-wave bands with model form-factor curves (eV)
def curve_S(x):
    return 0.75 * (x - 7) / (1 + np.exp((x - 10) / 1.5))


def curve_A(x):
    return 1.5 * np.exp(-x / 6)


SIZE = 27


def lookup(F, d, shells=SHELLS, frozen=False, drop=False, bump=None):
    """Fourier coefficients of the potential, indexed by label."""
    T = np.zeros((SIZE,) * 3, complex)
    G = recip(ALL, F)
    q = np.linalg.norm(G, axis=1)
    for g, n2, Gv, qv in zip(ALL, NORM, G, q):
        if n2 not in shells:
            continue
        x = n2 if frozen else (qv * a / (2 * np.pi))**2
        S = curve_S(x) / np.linalg.det(F)
        A = curve_A(x) / np.linalg.det(F)
        if drop and n2 == 4:
            S = 0.0
        if drop and n2 == 8:
            A = 0.0
        if bump and abs(qv - bump[0]) < 1e-7 * qv:
            S += 0.5 * (bump[1] == "S")
            A += 0.5 * (bump[1] == "A")
        ph = Gv @ d / 2
        T[tuple(g % SIZE)] = S * np.cos(ph) + 1j * A * np.sin(ph)
    return T


def bands(F, T, k=(0., 0., 0.), nmax=24):
    L = fcc_labels(nmax)
    D = (L[:, None, :] - L[None, :, :]) % SIZE
    H = T[D[..., 0], D[..., 1], D[..., 2]].copy()
    kv = 2 * np.pi / a * np.linalg.solve(F.T, np.array(k))
    K = recip(L, F) + kv
    H[np.diag_indices(len(L))] += KIN * (K**2).sum(axis=1)
    return np.linalg.eigvalsh(H)[:8]


# "needed" tested by the response of the bands to each single value
kgen = (0.13, 0.27, 0.41)
for name, (F, d, *_) in CASES.items():
    base = bands(F, lookup(F, d), kgen)
    hit = {"S": 0, "A": 0}
    for qv, _ in groups(lengths(four, F)):
        for part in "SA":
            e = bands(F, lookup(F, d, bump=(qv, part)), kgen)
            hit[part] += int(np.abs(e - base).max() > 1e-7)
    assert (hit["S"], hit["A"]) == NEED[name]


def top_split(F, d, nmax=24, **kw):
    """Singlet minus doublet energy of the valence top at Gamma, meV."""
    e = bands(F, lookup(F, d, **kw), nmax=nmax)[1:4]
    low = e[1] - e[0] < e[2] - e[1]
    pair, single = (e[:2], e[2]) if low else (e[1:], e[0])
    assert np.ptp(pair) < 1e-8
    return 1000 * (single - pair.mean())


eG = bands(F0, lookup(F0, D0))
assert np.ptp(eG[1:4]) < 1e-8 and eG[4] - eG[3] > 0.5

# ---- printed example
print(f"a = {a} nm, e_par = {100*e_par:.1f} %, "
      f"e_perp = {100*e_perp:.1f} %, zeta = {zeta}")
print(f"gamma = {gamma:.6f}, x = {x_int:.6f}")
print("case, shell: multiplicity, |G| 1/nm, V_S eV, V_A eV, "
      "|cos phi|, |sin phi|")
min_rel = 1.0
for name in ("unstrained", "[001]", "[111] displaced"):
    F, d = CASES[name][:2]
    for s in SHELLS:
        g = shell(s)
        q = lengths(g, F)
        parts = groups(q)
        for u, w in zip(parts, parts[1:]):
            min_rel = min(min_rel, w[0] / u[0] - 1)
        for qv, mult in parts:
            i = np.argmin(np.abs(q - qv))
            ph = recip(g[i:i + 1], F)[0] @ d / 2
            x = (qv * a / (2 * np.pi))**2
            det = np.linalg.det(F)
            print(f"{name} ({NAMES[s]}): {mult:2d}, {qv:.4f}, "
                  f"{curve_S(x)/det:+.4f}, {curve_A(x)/det:+.4f}, "
                  f"{abs(np.cos(ph)):.5f}, {abs(np.sin(ph)):.5f}")
for name in CASES:
    ns, na = counts[name]
    nl = len(groups(lengths(four, CASES[name][0])))
    print(f"{name}: lengths {nl}, V_S {ns}, V_A {na}, total {ns+na}; "
          f"diamond {sum(diamond[name])}")
print(f"direct gap at Gamma, unstrained: {eG[4]-eG[3]:.3f} eV")
OUTER = SHELLS + (12, 16, 19, 20, 24)
for name in ("[001]", "[111] affine", "[111] displaced"):
    F, d = CASES[name][:2]
    full = top_split(F, d)
    print(f"{name} valence split (singlet - doublet): {full:.2f} meV; "
          f"one frozen value per shell: {top_split(F, d, frozen=True):.2f}"
          " meV")
    print(f"  with shells to (422): {top_split(F, d, shells=OUTER):.2f} "
          f"meV; larger basis: {top_split(F, d, nmax=40):.2f} meV")
F, d = CASES["[111] displaced"][:2]
print("[111] displaced, V_S(200) and V_A(220) dropped: "
      f"{top_split(F, d, drop=True):.2f} meV")
print(f"plane waves: {len(fcc_labels(24))}, larger basis: "
      f"{len(fcc_labels(40))}")

# strain at which (222) overtakes (311), with e_perp = -0.3 e_par
for ax in AXIS:
    def gap(e):
        Fe = deform(ax, e, -0.3 * e)
        return lengths(shell(12), Fe).min() - lengths(shell(11), Fe).max()
    up, down = brentq(gap, 0, 0.3), brentq(gap, -0.3, 0)
    print(f"[{ax}] (222) meets (311) at e_par = {100*up:.2f} % "
          f"and {100*down:.2f} %")
print(f"stretch ratio below which shells stay apart: {np.sqrt(4/3):.4f}")
alpha, temp, so = 2.6e-6, 300.0, 40.0
print(f"smallest relative length split: {100*min_rel:.3f} %")
print(f"thermal expansion (rough {alpha:.1e} /K, constant, 0 to "
      f"{temp:.0f} K): {100*alpha*temp:.3f} %")
print(f"spin-orbit splitting, rough silicon input: {so:.0f} meV")
print("all assertions hold")
```

It prints:

```
a = 0.54 nm, e_par = 1.0 %, e_perp = -0.3 %, zeta = 0.5
gamma = 0.004333, x = 0.004290
case, shell: multiplicity, |G| 1/nm, V_S eV, V_A eV, |cos phi|, |sin phi|
unstrained (111):  8, 20.1533, -2.9721, +0.9098, 0.70711, 0.70711
unstrained (200):  6, 23.2711, -2.2095, +0.7701, 0.00000, 1.00000
unstrained (220): 12, 32.9102, +0.5935, +0.3954, 1.00000, 0.00000
unstrained (311): 24, 38.5907, +1.0177, +0.2398, 0.70711, 0.70711
[001] (111):  8, 20.1276, -2.9662, +0.9074, 0.70711, 0.70711
[001] (200):  2, 23.0407, -2.2607, +0.7772, 0.00000, 1.00000
[001] (200):  4, 23.3411, -2.1825, +0.7640, 0.00000, 1.00000
[001] (220):  8, 32.7975, +0.5631, +0.3974, 1.00000, 0.00000
[001] (220):  4, 33.0093, +0.6155, +0.3907, 1.00000, 0.00000
[001] (311):  8, 38.2997, +1.0438, +0.2455, 0.70711, 0.70711
[001] (311): 16, 38.6618, +1.0058, +0.2373, 0.70711, 0.70711
[111] displaced (111):  2, 19.9538, -3.0052, +0.9152, 0.69992, 0.71422
[111] displaced (111):  6, 20.1852, -2.9532, +0.9048, 0.70949, 0.70472
[111] displaced (200):  6, 23.2414, -2.2086, +0.7684, 0.00674, 0.99998
[111] displaced (220):  6, 32.7266, +0.5451, +0.3997, 0.99991, 0.01348
[111] displaced (220):  6, 33.0093, +0.6155, +0.3907, 1.00000, 0.00000
[111] displaced (311):  6, 38.3300, +1.0409, +0.2448, 0.71892, 0.69509
[111] displaced (311): 12, 38.5716, +1.0158, +0.2393, 0.69992, 0.71422
[111] displaced (311):  6, 38.6918, +1.0024, +0.2366, 0.70949, 0.70472
unstrained: lengths 4, V_S 3, V_A 3, total 6; diamond 3
[001]: lengths 7, V_S 5, V_A 5, total 10; diamond 5
[111] affine: lengths 8, V_S 7, V_A 6, total 13; diamond 7
[111] displaced: lengths 8, V_S 8, V_A 7, total 15; diamond 8
direct gap at Gamma, unstrained: 3.240 eV
[001] valence split (singlet - doublet): -72.20 meV; one frozen value per shell: -124.92 meV
  with shells to (422): -90.89 meV; larger basis: -72.90 meV
[111] affine valence split (singlet - doublet): -37.23 meV; one frozen value per shell: -201.08 meV
  with shells to (422): -23.46 meV; larger basis: -37.04 meV
[111] displaced valence split (singlet - doublet): -123.32 meV; one frozen value per shell: -285.58 meV
  with shells to (422): -122.04 meV; larger basis: -123.22 meV
[111] displaced, V_S(200) and V_A(220) dropped: -87.50 meV
plane waves: 137, larger basis: 283
[001] (222) meets (311) at e_par = 16.44 % and -6.84 %
[111] (222) meets (311) at e_par = 3.49 % and -5.04 %
stretch ratio below which shells stay apart: 1.1547
smallest relative length split: 0.312 %
thermal expansion (rough 2.6e-06 /K, constant, 0 to 300 K): 0.078 %
spin-orbit splitting, rough silicon input: 40 meV
all assertions hold
```
